# Mott-Schottky resistivity ratio for oxygen vacancies at a grain boundary

## Problem

An acceptor-doped oxide conducts by doubly charged oxygen vacancies, charge number \(z=2\). The core of a flat grain boundary is at a potential \(\Delta\phi=0.25\ \mathrm{V}\) relative to the grain interior, and the temperature is \(T=600\ \mathrm{K}\). The acceptors carry charge \(-e\) each and are immobile, with uniform density \(c_A\).

(a) Find the potential and the vacancy density beside the core in the Mott-Schottky approximation.

(b) Derive the mean resistivity \(\rho_{\rm gb}\) of the depleted layer relative to the bulk resistivity \(\rho_b\), and its leading form for a high barrier.

(c) Evaluate the leading form for the data given.

(d) Determine how much the result changes when the approximations behind it are removed one at a time.

(e) For relative permittivity 30 and \(c_A=1.0\times10^{25}\ \mathrm{m^{-3}}\), find where the resistance is located. Find also how strongly the ratio depends on \(\Delta\phi\).

The permittivity and doping in (e) are round model parameters.

## Solution

### (a) Potential and vacancy density

Let \(x\ge 0\) be the distance from the core into one grain, and let \(\phi(x)\) be the potential relative to the grain interior. The vacancies are treated as dilute and in equilibrium in a mean potential. Their electrochemical potential is then

\[
\tilde\mu=\mu^0+k_BT\ln c(x)+ze\phi(x),
\]

and it has the same value everywhere. Equating its value at \(x\) to its value in the interior, where \(c=c_b\) and \(\phi=0\), gives

\[
c(x)=c_b\,e^{-\psi(x)},\qquad \psi(x)=\frac{ze\phi(x)}{k_BT}.
\]

A positive core therefore repels the vacancies. The interior is neutral, so \(zc_b=c_A\), provided that every vacancy is free. In real oxides at this temperature, part of the vacancies can be bound to acceptors, which lowers \(c_b\) and raises \(\rho_b\); this association is left out here.

The Mott-Schottky approximation neglects the vacancy charge within a layer \(0<x<\lambda\) and takes the material beyond it as neutral. The charge density in the layer is \(-ec_A\). With permittivity \(\varepsilon\), Poisson's equation \(\phi''=-(\text{charge density})/\varepsilon\) becomes

\[
\phi''=\frac{ec_A}{\varepsilon}.
\]

At the outer edge both potential and field vanish, \(\phi(\lambda)=\phi'(\lambda)=0\). Integrating twice from that edge gives

\[
\phi'=-\frac{ec_A}{\varepsilon}(\lambda-x),\qquad
\phi=\frac{ec_A}{2\varepsilon}(\lambda-x)^2 .
\]

The condition \(\phi(0)=\Delta\phi\) fixes the width, and the prefactor can then be eliminated:

\[
\lambda=\sqrt{\frac{2\varepsilon\Delta\phi}{ec_A}},\qquad
\phi(x)=\Delta\phi\left(1-\frac{x}{\lambda}\right)^2 .
\]

### (b) Mean resistivity

Assume that the vacancy mobility is uniform and that electronic conduction is negligible throughout the layer, not only in the bulk. The second condition is strict at a high barrier, because electrons accumulate where the vacancies are depleted. Under these assumptions the conductivity is proportional to \(c(x)\), so

\[
\frac{\rho(x)}{\rho_b}=\frac{c_b}{c(x)}=e^{\psi(x)} .
\]

The current crosses the boundary at right angles, so successive slices are in series and their resistances add. The appropriate mean is the average of the resistivity over \(x\), not of the conductivity. Define the reduced barrier

\[
u=\frac{ze\Delta\phi}{k_BT}
\]

and substitute \(s=1-x/\lambda\), for which \(dx=-\lambda\,ds\):

\[
\frac{\rho_{\rm gb}}{\rho_b}
=\frac1\lambda\int_0^\lambda e^{u(1-x/\lambda)^2}dx
=\int_0^1e^{us^2}ds .
\]

The permittivity and the doping have cancelled; they set the width of the layer but not the ratio of its mean resistivity to that of the bulk. The other side of the boundary carries a mirror-image layer. Including it doubles both the resistance and the thickness, so the ratio is unchanged. The resistance of the core itself is left out.

With \(t=\sqrt u\,s\), the integral can be written through Dawson's function \(D(y)=e^{-y^2}\int_0^y e^{t^2}dt\):

\[
\frac{\rho_{\rm gb}}{\rho_b}=\frac{e^u D(\sqrt u)}{\sqrt u}.
\]

For a high barrier the integrand is largest at \(s=1\), next to the core. Put \(s=1-y/(2u)\), so that

\[
us^2=u-y+\frac{y^2}{4u},\qquad ds=-\frac{dy}{2u}.
\]

The integral becomes, without approximation,

\[
\int_0^1e^{us^2}ds=\frac{e^u}{2u}\int_0^{2u}e^{-y}\,e^{y^2/(4u)}\,dy .
\]

Since \(y\le 2u\), we have \(y^2/(4u)\le y/2\). The integrand is therefore never larger than \(e^{-y/2}\), and large \(y\) contributes little. Expanding the second exponential to first order and using \(\int_0^\infty e^{-y}dy=1\) and \(\int_0^\infty y^2e^{-y}dy=2\) gives

\[
\frac{\rho_{\rm gb}}{\rho_b}\simeq\frac{e^u}{2u}\left(1+\frac1{2u}+\dots\right).
\]

The leading form is thus

\[
\boxed{\frac{\rho_{\rm gb}}{\rho_b}\approx\frac{e^u}{2u}},\qquad u\gg1 .
\]

The numerator is the resistivity ratio right at the core. The denominator accounts for the rapid fall of the resistivity away from it.

### (c) Numerical value

The thermal voltage at 600 K is \(k_BT/e=0.051704\ \mathrm V\). Hence

\[
u=\frac{2\times0.25\ \mathrm V}{0.051704\ \mathrm V}=9.6704,
\qquad e^u=15842,\qquad 2u=19.341,
\]

and

\[
\frac{\rho_{\rm gb}}{\rho_b}\approx\frac{15842}{19.341}=819\approx 8\times10^2 .
\]

The leading Mott-Schottky ratio is about 800.

The charge number matters greatly because it stands in the exponent. For a singly charged carrier at the same potential the leading form would give a ratio of only 13. The peak ratio, 15842, is larger than the layer mean by the factor \(2u\approx19\) and must not be used in its place.

### (d) Accuracy of the leading form

**The integral.** The first relative correction is \(1/(2u)=5.2\%\). The complete depletion integral gives 871, which is 6.3% above the leading form; the remainder comes from higher terms in \(1/u\). A finite-difference solution of Poisson's equation, followed by numerical averaging of the resistivity, also gives 871.

**The vacancy charge.** The neglected vacancy charge is a fraction \(e^{-\psi}\) of the acceptor charge. It is not small where \(\psi\lesssim1\), that is, for \(s\lesssim1/\sqrt u=0.32\), the outer third of the layer. To retain it, use the charge density \(e(zc-c_A)=-zec_b(1-e^{-\psi})\). Poisson's equation then reads

\[
\psi''=\frac{1-e^{-\psi}}{L^2},\qquad
L^2=\frac{\varepsilon k_BT}{z^2e^2c_b}.
\]

This is the Poisson-Boltzmann equation with frozen acceptors. Using \(c_A=zc_b\) in the expression for \(\lambda\) gives \(\lambda=L\sqrt{2u}\). Multiply the equation by \(\psi'\) and integrate from the interior, where \(\psi=\psi'=0\):

\[
(L\psi')^2=2\left(\psi-1+e^{-\psi}\right).
\]

The depletion profile of part (a) has \((L\psi')^2=2\psi\) instead. Near the core, where \(e^{-\psi}\) is tiny, the vacancy charge thus replaces \(\psi\) by \(\psi-1\). The field is weaker because the residual vacancies cancel part of the acceptor charge. The potential then falls more slowly, and the highly resistive region is thicker.

The layer now has no sharp edge, so the well-defined quantity is the excess resistance per area over that of bulk material. Divided by \(\rho_b\), it is

\[
X=\int_0^\infty(e^\psi-1)\,dx
=L\int_0^u\frac{e^\psi-1}{\sqrt{2(\psi-1+e^{-\psi})}}\,d\psi ,
\]

where \(dx=d\psi/\psi'\) and \(\psi'<0\) were used. For comparison with the earlier ratios this excess is assigned to the same width \(\lambda\), giving an effective ratio \(1+X/\lambda\).

Its behaviour at large \(u\) follows from the region near \(\psi=u\), where the integrand is close to \(e^\psi g(\psi)\) with \(g=[2(\psi-1)]^{-1/2}\). Integration by parts gives \(e^u[g(u)-g'(u)+\dots]\), and \(g'=-g/[2(\psi-1)]\). Therefore

\[
\frac X\lambda\simeq\frac{e^u}{2u}\sqrt{\frac{u}{u-1}}
\left[1+\frac1{2(u-1)}+\dots\right]
\simeq\frac{e^u}{2u}\left(1+\frac1u+\dots\right).
\]

To first order, half of the correction \(1/u\) comes from the weaker field and half from the curvature of the potential already present in the depletion integral. Here \(1/u=10.3\%\). Numerical evaluation gives an effective ratio of 928, or 13.3% above the leading form. Direct solution of the second-order equation reproduces the excess resistance to within one part in \(10^4\).

The three values 819, 871 and 928 show that the leading form has the right size but is somewhat low here. The last value is the most complete within this mean-field model; it is not a prediction for a particular material.

**Low barriers.** The form \(e^u/(2u)\) cannot be used when \(u\) is not large. It has a minimum at \(u=1\) and grows without limit as \(u\to0\), although the extra resistance must then vanish. In that limit the Poisson-Boltzmann equation becomes \(\psi''=\psi/L^2\), with solution \(\psi=ue^{-x/L}\). The excess is \(X\simeq\int_0^\infty\psi\,dx=uL\), and the effective ratio is

\[
1+\frac{uL}{L\sqrt{2u}}=1+\sqrt{\frac u2},
\]

which tends to 1 as it should. The depletion integral tends to \(1+u/3\) instead. It has the correct limit but the wrong approach to it, because vacancies are then hardly depleted at all.

### (e) Location of the resistance and sensitivity

For the stated permittivity and doping, the depletion width is \(\lambda=9.1\ \mathrm{nm}\) on each side and the screening length is \(L=2.1\ \mathrm{nm}\). Part (b) showed that the resistivity near the core falls as \(e^{-y}\) with \(y=2ux/\lambda\). Its decay length is therefore

\[
\frac{\lambda}{2u}=\frac{9.105\ \mathrm{nm}}{19.341}=0.47\ \mathrm{nm}.
\]

A pure exponential would place \(1-e^{-1}=63\%\) of the resistance within this distance. The depletion profile places 60% there, because the factor \(e^{y^2/(4u)}\) slows the decay. For the depletion profile, ninety per cent lies within 1.25 nm of the core, or 14% of the depletion width; the weaker field of the Poisson-Boltzmann profile makes this depth slightly larger. Most of the layer sets the electrostatics, while a thin inner part sets the resistance.

The resistance per area of one layer is \(\rho_{\rm gb}\lambda\). By the leading form it equals that of a bulk slab of thickness \(819\times9.1\ \mathrm{nm}\approx7.5\ \mathrm{\mu m}\), and the two sides together equal about \(15\ \mathrm{\mu m}\) of grain interior. The Poisson-Boltzmann ratio of 928 raises this to about \(17\ \mathrm{\mu m}\). In this example, the space-charge resistance would exceed the bulk resistance for current crossing grains smaller than roughly this size. Unlike the resistivity ratio, this thickness depends on permittivity and doping through \(\lambda\).

These lengths also expose a weakness of the model. The decay length is comparable with a lattice spacing, so a smooth potential and a sharply defined core are questionable where the resistance is greatest. The vacancy density at the core edge is \(3.2\times10^{20}\ \mathrm{m^{-3}}\), compared with \(5.0\times10^{24}\ \mathrm{m^{-3}}\) in the bulk. It has to be read as an average over a large boundary area, since the corresponding mean spacing, about 150 nm, far exceeds the layer width. The acceptors are about \(c_A^{-1/3}\approx4.6\ \mathrm{nm}\) apart, more than the screening length, so their charge is not truly uniform on the scale of the layer. The core charge is discrete as well. It must balance \(2c_A\lambda\approx1.8\times10^{17}\) acceptor charges per square metre, so doubly charged core defects would lie about 3.3 nm apart, seven times the decay length. The potential then varies along the boundary, most strongly in the thin region that sets the resistance, and current can favour the places with a lower barrier. The one-dimensional series average does not describe this.

The sensitivity follows from \(\ln(\rho_{\rm gb}/\rho_b)=u-\ln(2u)\) and \(du/d\Delta\phi=ze/(k_BT)\):

\[
\frac{d}{d\Delta\phi}\ln\frac{\rho_{\rm gb}}{\rho_b}
=\frac{ze}{k_BT}\left(1-\frac1u\right)=34.7\ \mathrm{V^{-1}} .
\]

Raising the potential by 10 mV increases the leading ratio by 42%. An uncertainty of that size in \(\Delta\phi\) thus outweighs the 13% difference between the leading form and the Poisson-Boltzmann result.

The reverse calculation is correspondingly forgiving. If the effective ratio 928 is inserted in the leading form and the equation is solved for the potential on the branch \(u>1\), the result is 0.2536 V. This is 3.6 mV above the true model value, an error of 1.4% relative to 0.25 V. The inference does require that the resistance has been assigned to the width \(\lambda\), that the potential is uniform along the boundary, and that the core contributes nothing appreciable.

The same logarithm gives the temperature dependence. At fixed \(\Delta\phi\), \(u\) is proportional to \(1/(k_BT)\), and

\[
\frac{d\ln(\rho_{\rm gb}/\rho_b)}{d(1/k_BT)}
=ze\Delta\phi\left(1-\frac1u\right)
=0.50\ \mathrm{eV}\times0.897=0.45\ \mathrm{eV}.
\]

In the leading form, the layer resistivity therefore has a local activation energy 0.45 eV above that of the bulk, slightly less than the full barrier of 0.50 eV. If \(\Delta\phi\) itself changes with temperature, its derivative adds a further term.

Finally, the equilibrium profile used throughout requires a small applied voltage. A voltage across one boundary well below \(k_BT/(ze)\approx0.026\ \mathrm V\) is sufficiently small. A voltage several times larger than \(k_BT/(ze)\) changes the exponents by an amount of order one or more, and the boundary no longer acts as a fixed resistance. The values used here are listed in the numerical output below.

## Table of computed values

```
vacancy charge number z: 2
core potential: 0.25 V
temperature: 600 K
thermal voltage kB T/e: 0.051704 V
reduced barrier u: 9.6704
peak resistivity ratio exp(u): 15842
denominator 2u: 19.3409
leading Mott-Schottky ratio: 819.1
leading ratio if z were 1: 13.02
first relative correction 1/(2u): 5.17 %
full depletion-integral ratio: 871.0
finite-difference depletion ratio: 871.0
depletion integral above leading form: 6.34 %
Poisson-Boltzmann ratio, same width: 928.3
Poisson-Boltzmann above leading form: 13.34 %
relative permittivity: 30
acceptor density: 1.00e+25 m^-3
bulk vacancy density: 5.00e+24 m^-3
vacancy density at core edge: 3.156e+20 m^-3
depletion width, one side: 9.105 nm
screening length L: 2.070 nm
resistance decay length lam/(2u): 0.471 nm
resistance within one decay length: 59.8 %
depth holding 90% of resistance: 1.254 nm
that depth / depletion width: 0.1377
logarithmic sensitivity: 34.682 V^-1
ratio increase for +10 mV: 41.6 %
potential inferred from PB ratio: 0.25361 V
error of inferred potential: 3.61 mV
```
